Why Optical Phonons Run Hotter in Transistor Hot Spots

**Question.** Electrons crossing the high-field end of a short silicon transistor give much of their energy to optical phonons. Why do these phonons become hotter than the acoustic phonons in the same place, and what sets the difference?

**Where the energy waits**

Heat leaves the region mainly with acoustic phonons, which travel fast. Optical phonons have small group velocities, so their energy must first be converted: an optical phonon decays into two acoustic ones. Until then its energy stays almost where the electron left it. With a steady supply, energy accumulates until decay removes it as fast as the electrons deliver it. The stored amount is the supply rate times the waiting time, and the heat capacity of the waiting modes turns it into a temperature.

The size of the excess thus depends on how long an optical phonon waits to decay and on whether it stays in the heated region for that time. The temperature difference is taken from the local acoustic phonons, which are themselves warmer than the surroundings.

**From decay to stored energy**

Let all optical modes have energy E and occupation n, and let electrons add g phonons per mode per unit time. Each mode decays into acoustic modes 1 and 2, with E = E₁ + E₂, whose occupations n₁ and n₂ are held at the local acoustic temperature T_a. Emission into a mode carries a factor one plus its occupation, and absorption carries the occupation. With a coupling strength G,

dn/dt = g − G[n(1 + n₁)(1 + n₂) − (1 + n)n₁n₂].

The second product is the reverse process, in which two acoustic phonons merge. Multiplying out, the terms n n₁n₂ cancel:

n(1 + n₁ + n₂ + n₁n₂) − n₁n₂ − n n₁n₂ = n(1 + n₁ + n₂) − n₁n₂.

The loss is therefore linear in n, however strongly the optical modes are heated. For a Bose occupation at temperature T_a, (1 + n)/n = exp(E/kT_a). Since E = E₁ + E₂, the equilibrium occupation n_eq obeys

(1 + n_eq)/n_eq = [(1 + n₁)/n₁][(1 + n₂)/n₂].

This makes the bracket vanish at n = n_eq, so n₁n₂ = n_eq(1 + n₁ + n₂). Substitution gives

dn/dt = g − (n − n_eq)/τ, with 1/τ = G(1 + n₁ + n₂).

If heating starts from equilibrium at t = 0, the solution is

n − n_eq = gτ[1 − exp(−t/τ)].

For t much shorter than τ this is gt: nothing has had time to decay, and τ does not matter. For t much longer than τ it is gτ.

Let there be N optical modes per unit volume. Their energy density is U_o = NEn, and the heating power density is P = NEg. Multiplying the steady result by NE gives

U_o(T_o) − U_o(T_a) = Pτ.

Here T_o is the temperature that corresponds to n. For a small difference, the left side is C_o(T_o − T_a), where C_o = dU_o/dT is the optical heat capacity per volume. Hence

T_o − T_a = Pτ/C_o.

To find C_o, set x_E = E/kT and n = 1/(exp(x_E) − 1). Then dn/dT = n(n + 1)x_E/T, and

C_o = NE n(n + 1)x_E/T = Nk x_E² n(n + 1) = Nk[(x_E/2)/sinh(x_E/2)]².

Because sinh(y)/y grows with y, and x_E falls as T rises, C_o increases with temperature. For a large excess, C_o must be replaced by its mean between T_a and T_o. That mean exceeds C_o(T_a), so the linear law evaluated at T_a overestimates the excess.

**Why slow travel matters**

Suppose P is uniform inside a sphere of radius R in an infinite, uniform, isotropic medium. Treat the excess energy as independent packets, which requires temperature rises small enough for heat capacities and rates to stay constant. The chance that a packet born at one point is later found near another depends on their distance alone. Adding up what all points of the sphere send to the centre therefore gives the same integral as following packets from the centre to all points of the sphere:

excess energy density at centre = P × (mean time a packet born at the centre spends in the sphere).

Let an optical phonon move at speed v_o with no scattering before it decays, against a uniform acoustic background. It remains in the sphere until t = R/v_o and survives to time t with probability exp(−t/τ). Its dwell time is

t_o = ∫₀^(R/v_o) exp(−t/τ) dt = τ[1 − exp(−R/(v_oτ))].

If v_oτ ≪ R, this is τ and the earlier law returns. If v_oτ ≫ R, it is R/v_o: the phonon leaves before it decays, and a longer lifetime no longer heats the spot.

**The acoustic part**

Acoustic packets also dwell in the sphere. Give them one speed v and mean free path L, with isotropic scattering. A packet born at the centre spends, on its first flight, a time per unit volume exp(−r/L)/(4πr²v) at distance r. The Fourier transform of this density is

A(k) = (1/kv) ∫₀^∞ [sin(kr)/r] exp(−r/L) dr = arctan(kL)/(kv).

Scattering occurs at rate v/L, and each event starts a new isotropic flight. Define q = kL and a = Av/L = arctan(q)/q. Summing all flights gives

A(1 + a + a² + …) = A/(1 − a).

The first flight contributes the time (1/v)∫₀^R exp(−r/L) dr = (L/v)(1 − e^(−x)), with x = R/L. The later flights have the transform A/(1 − a) − A = (L/v)a²/(1 − a). To integrate them over the sphere, use the sphere's transform 4π[sin(kR) − kR cos(kR)]/k³ and the measure 4πk²dk/(2π)³. The prefactors combine to 2/π, and

t_a = (L/v){1 − e^(−x) + (2/π)∫₀^∞ [sin(qx) − qx cos(qx)]/q · a²/(1 − a) dq}.

For R ≪ L, the first flight gives x and the integral is of order x², so t_a → R/v. This is ballistic escape.

For R ≫ L, small q dominates. There a ≈ 1 − q²/3, so a²/(1 − a) ≈ 3/q². With y = qx, the integral term becomes (6/π)x²∫₀^∞ (sin y − y cos y)/y³ dy. Integration by parts, with vanishing end terms, turns the last integral into ½∫₀^∞ (sin y)/y dy = π/4. Hence t_a → 3R²/(2vL). With the acoustic heat capacity C_a and conductivity κ = C_avL/3, the rise Pt_a/C_a becomes PR²/(2κ), which is Fourier's law for the centre of the sphere.

**Putting the two together**

Acoustic phonons can merge back into optical ones. Near equilibrium the net energy flow from optical to acoustic modes is C_o(T_o − T_a)/τ. The returning part, for an acoustic rise δT_a, is C_oδT_a/τ. Divided by the acoustic excess energy C_aδT_a, it gives a conversion rate C_o/(C_aτ) per acoustic packet. These events are included in L.

Now take optical phonons that do not move. A packet born optical waits τ. During its acoustic time t_a in the sphere it is converted back t_aC_o/(C_aτ) times on average, and each conversion adds another wait τ. Its total optical dwell time is τ + t_aC_o/C_a. Multiplying by P/C_o gives the optical rise over the surroundings at T₀:

T_o − T₀ = Pτ/C_o + Pt_a/C_a.

The second term is T_a − T₀. Within this model the difference T_o − T_a is thus Pτ/C_o whether acoustic transport is ballistic or diffusive.

**The number for a short transistor**

Take rough values for the drain end of a silicon device: current density 10 MA/cm², field 0.40 MV/cm, R = 10 nm and T₀ = 350 K. The optical modes have E = 60 meV and τ = 5.0 ps. The acoustic modes have a representative energy of 30 meV, v = 6.0 km/s and L = 20 nm. Each family has three modes per primitive cell, with 25 cells per nm³. The heat capacities at 350 K are C_o = 0.752 and C_a = 0.954 J/(cm³ K).

If all the Joule heat goes to optical phonons where it is produced,

P = (10¹¹ A/m²)(4 × 10⁷ V/m) = 4 × 10¹⁸ W/m³ = 4 W/µm³.

The stored energy is Pτ = 20 J/cm³, and the linear law gives

T_o − T_a = 20/0.752 ≈ 26.6 K.

The full energy law, started from the local T_a, gives 25.6 K.

For the acoustic phonons, R/v = 1.67 ps, but scattering lengthens the dwell time to t_a = 2.455 ps. Their rise is Pt_a/C_a = 10.3 K. Fourier's law with the implied κ = 38.2 W/(m K) would give PR²/(2κ) ≈ 5.2 K, half as much, because it ignores the finite time a phonon needs to fly out of a region smaller than L. The centre thus has T_a ≈ 360 K and T_o ≈ 386 K.

As a test of the combined result, 200,000 random packets were followed from the centre with these values, including conversions in both directions. Beyond 200 nm, the small chance of return was taken from diffusion theory. The packets gave an acoustic rise of 10.29 K and an optical excess of 26.58 K, against 10.29 K and 26.59 K from the linear formulas. The sampling error of the optical value is roughly 0.1 K, so agreement closer than that is chance.

At fixed P, the optical excess does not depend on R if the phonons stand still, while the acoustic rise grows with R. The two are equal at R = 19.1 nm for these parameters. In a larger region the acoustic rise dominates.

The extra optical phonons also act back on the electrons. The optical occupation rises from 0.169 to 0.197. Phonon emission by electrons, proportional to 1 + n, gains 2.4%; absorption, proportional to n, gains about 16%.

**What if the phonons were faster?**

If optical phonons moved at 6 km/s with the same lifetime, their dwell time would fall to 1.42 ps and their excess to 7.5 K, with the acoustic background held uniform. They would still be hotter than the acoustic phonons, but slow travel is needed for the full excess.

If instead they decayed ten times faster, their excess over the local acoustic phonons would fall to 2.7 K. The whole hot spot need not cool as much. The reverse conversion would also speed up, to 0.752/(0.954 × 0.5 ps) ≈ 1.6 per ps, so L could not exceed about 3.8 nm. The diffusive formula, rough at this size, then gives a t_a of at least about 6.6 ps and an acoustic rise of at least about 28 K. In this model, fast exchange with motionless optical modes hinders the acoustic phonons as well. The model probably overstates this, since it lets every acoustic phonon take part, whereas those of low energy need a much more energetic partner to form an optical phonon. The firm conclusion concerns T_o − T_a, not the total rise.

**How far a real device departs from this**

The chosen lifetime of 5 ps is on the long side for silicon. Raman linewidths near room temperature suggest roughly 2 ps for optical phonons of long wavelength, which would lower the linear excess to about 11 K. The conductivity, well below the bulk value, suits a thin structure with extra scattering, but a single acoustic speed hides the slow transverse phonons near the zone edge, which carry heat away poorly. Several other assumptions also change the result.

- **Uneven heating of the modes.** Electrons couple strongly to only some optical phonons. If one third of the modes received all the power and did not share it with the others, their excess would be 74.5 K. This shows that C_o must count only the modes that hold the energy. The share of one third is an assumption, and the true share can be much smaller, because electrons scattering between the conduction valleys emit phonons into limited regions of the zone. For a share of one tenth the same energy law raises n from 0.169 to 0.446, an excess of about 230 K, or about 100 K with a lifetime of 2 ps. Such a temperature describes only the occupation of the heated modes.
- **Spread of the heat.** Electrons lose energy over a finite distance. A rough speed of 100 km/s and loss time of 0.2 ps give 20 nm. Stretching the 20 nm heated length to 40 nm halves the average P, and with it the average linear excess, to about 13 K. If the heating is uneven along that length, the peak excess is higher. Any heat given directly to acoustic phonons lowers the optical supply further.
- **Optical travel.** At a rough speed of 1 km/s, the dwell-time formula leaves 0.865 of the excess. That formula assumes a uniform acoustic background; because the acoustic temperature in fact falls outward, the remaining fraction is smaller, about 0.82 in the coupled model.
- **Switching.** For a fixed acoustic temperature, 0.982 of the steady optical excess has built up after an on-time of 20 ps. The acoustic phonons are still warming then, which lowers the actual fraction of T_o − T_a to about 0.94 in the coupled model. Pulses shorter than τ would fall well below the steady value.
- **The rest of the device.** A real channel is bounded by oxide, not by an infinite crystal. The sphere releases 16.8 µW, so a rough device resistance of 1 K/µW adds about 17 K to both temperatures. That exceeds the local acoustic rise. It lowers T_o − T_a by only about 6%, because C_o grows and, at fixed G, τ shortens as T_a rises.

A field of 0.40 MV/cm over a long silicon region would cause avalanche breakdown. Here the drop across the sphere is 0.80 V, so an electron gains less than the gap of roughly 1.1 eV, and pair creation is left out. Electrons that enter already hot could still cause some.

At this power density, and if the heat is shared among a third or more of the optical modes, these estimates place the optical excess between a few kelvin and several tens of kelvin. If it stays in a much smaller set of modes, those modes can be hotter by a hundred kelvin or more. The lifetime and the sharing of energy among optical modes are the main uncertainties. The numerical output lists the values used.

Table of computed values

```
INPUTS (rough silicon transistor values)
current density: 10.0 MA/cm2
field: 0.40 MV/cm
radius of heated sphere: 10.0 nm
surrounding temperature: 350 K
optical phonon energy: 60 meV
acoustic phonon energy: 30 meV
primitive cells: 25.0 per nm3
optical lifetime: 5.0 ps
acoustic speed: 6.0 km/s
acoustic mean free path: 20.0 nm
RESULTS
power density: 4.00 W/um3
total heat: 16.76 uW
optical heat capacity C_o: 0.752 J/(cm3 K)
acoustic heat capacity C_a: 0.954 J/(cm3 K)
implied thermal conductivity: 38.2 W/(m K)
stored optical energy P*tau: 20.00 J/cm3
optical excess, linear law: 26.59 K
optical excess, full energy law: 25.62 K
ballistic crossing time R/v: 1.667 ps
acoustic dwell time: 2.455 ps
acoustic rise: 10.29 K
acoustic temperature at centre: 360.29 K
optical temperature at centre: 385.91 K
random packets, acoustic rise: 10.29 K
random packets, optical excess: 26.58 K
radius of equal contributions: 19.1 nm
optical occupation at T_a: 0.1693
optical occupation at T_o: 0.1970
emission rate gain: 2.37 %
COUNTERFACTUALS (linear law)
excess if lifetime were tau/10: 2.66 K
dwell at acoustic speed: 1.417 ps
excess at acoustic speed: 7.54 K
NEGLECTED EFFECTS
excess, one third of modes heated: 74.5 K
optical speed, rough: 1.0 km/s
fraction left after optical travel: 0.865
assumed on-time: 20 ps
fraction built up: 0.982
electron speed, rough: 100 km/s
electron energy loss time, rough: 0.2 ps
electron energy loss length: 20 nm
power dilution by that length: 0.50
device resistance, rough: 1.0 K/uW
added device temperature rise: 16.8 K
voltage drop across sphere: 0.80 V
silicon gap, rough: 1.1 eV
```
